# Which phonons can scatter Δ5 and Δ2 electrons into Δ1?: test program

```python
"""
Result under test: in a junction of symmetry C4v, with electrons and phonons at
zero transverse wavevector, one phonon takes a Delta_j electron into Delta1 only
if the phonon itself has symmetry Delta_j: E for Delta5, B1 for Delta2.
If all atoms lie on fourfold axes, only A1 and E phonons exist, so Delta2 to
Delta1 is closed at first order. Pairs of atoms on twofold sites supply B1.
Size of the open Delta5 to Delta1 leak through a thick barrier:
    P51 = T1 * theta^2,   theta = w / (kappa5^2 - kappa1^2),   w = 2 m W / hbar^2
Symbols: A1=Delta1, A2=Delta1', B1=Delta2 (x^2-y^2), B2=Delta2' (xy), E=Delta5;
kappa = decay constant, k = lead wavenumber, d = thickness, W = coupling energy,
T1, T5 = direct transmissions of the two channels.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

# ---------- the group C4v and its characters, from basis functions ----------
group = []
for s, t in itertools.product((1, -1), repeat=2):
    group.append(np.array([[s, 0], [0, t]]))
    group.append(np.array([[0, s], [t, 0]]))
names = ["A1", "A2", "B1", "B2", "E"]
dims = {"A1": 1, "A2": 1, "B1": 1, "B2": 1, "E": 2}
functions = {
    "A1": lambda p: 1.0,
    "A2": lambda p: p[0] * p[1] * (p[0]**2 - p[1]**2),
    "B1": lambda p: p[0]**2 - p[1]**2,
    "B2": lambda p: p[0] * p[1],
}
point = np.array([0.3, 0.8])
chars = {n: np.array([f(R.T @ point) / f(point) for R in group])
         for n, f in functions.items()}
chars["E"] = np.array([float(np.trace(R)) for R in group])
for a in names:
    for b in names:
        assert abs(np.mean(chars[a] * chars[b]) - (a == b)) < 1e-12


def reduce_characters(values):
    return {n: int(round(np.mean(values * chars[n]))) for n in names}


def as_text(content):
    return " + ".join((str(m) if m > 1 else "") + n
                      for n, m in content.items() if m)


def product(a, b):
    return reduce_characters(chars[a] * chars[b])


# turning the axes by 45 degrees exchanges B1 and B2
turn = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
for old, new in (("B1", "B2"), ("B2", "B1")):
    f = functions[old]
    turned = np.array([f(turn @ R.T @ point) / f(turn @ point) for R in group])
    assert np.allclose(turned, chars[new])

# angular momentum (axial vector): Lz is A2, (Lx, Ly) is E
axial = np.array([np.linalg.det(R) * (np.trace(R) + np.linalg.det(R) * 0 + 1)
                  for R in group])
assert reduce_characters(axial) == {"A1": 0, "A2": 1, "B1": 0, "B2": 0, "E": 1}

# ---------- phonon content from the full displacement space ----------
# atoms: (potential strength, fractional position)
rocksalt = [(1.0, (0, 0, 0)), (1.0, (.5, .5, .5)),
            (1.7, (.5, .5, 0)), (1.7, (0, 0, .5))]
perovskite = [(1.0, (0, 0, 0)), (1.4, (.5, .5, .5)), (1.7, (.5, .5, 0)),
              (1.7, (.5, 0, .5)), (1.7, (0, .5, .5))]


def phonon_content(atoms):
    pos = np.array([p for _, p in atoms], float)
    size = 3 * len(pos)
    projectors = {n: np.zeros((size, size)) for n in names}
    for g, R in enumerate(group):
        R3 = np.eye(3)
        R3[:2, :2] = R
        perm = np.zeros((len(pos), len(pos)))
        for j, p in enumerate(pos):
            diff = pos - R3 @ p
            diff -= np.round(diff)
            perm[np.argmin(np.abs(diff).sum(axis=1)), j] = 1
        for n in names:
            projectors[n] += dims[n] / 8 * chars[n][g] * np.kron(perm, R3)
    return {n: int(np.linalg.matrix_rank(projectors[n], tol=1e-8)) // dims[n]
            for n in names}


def site_rule(fourfold_atoms, twofold_pairs):
    return {"A1": fourfold_atoms + twofold_pairs, "A2": 0, "B1": twofold_pairs,
            "B2": 0, "E": fourfold_atoms + 2 * twofold_pairs}


content_rock = phonon_content(rocksalt)
content_perov = phonon_content(perovskite)
assert content_rock == site_rule(4, 0)
assert content_perov == site_rule(3, 1)

# ---------- plane-wave model: move atoms and look at the potential ----------
waves = np.array(list(itertools.product(range(-2, 3), range(-2, 3),
                                        range(-3, 4))))
lookup = {tuple(n): i for i, n in enumerate(waves)}
cell = np.array([1.0, 1.0, np.sqrt(2)])      # square cell, side 1
G = 2 * np.pi * (waves[:, None, :] - waves[None, :, :]) / cell
width = 0.08                                 # Gaussian width of an atom


def potential(atoms, shifts=None):
    V = np.zeros(G.shape[:2], complex)
    envelope = np.exp(-0.5 * width**2 * (G**2).sum(axis=2))
    for i, (strength, p) in enumerate(atoms):
        r = np.array(p) * cell
        if shifts is not None and i in shifts:
            r = r + np.array(shifts[i])
        V -= strength * envelope * np.exp(-1j * (G @ r))
    return V


operations = []
for R in group:
    M = np.zeros((len(waves), len(waves)))
    for j, n in enumerate(waves):
        image = R @ n[:2]
        M[lookup[(int(image[0]), int(image[1]), int(n[2]))], j] = 1
    operations.append(M)
project = {n: dims[n] / 8 * sum(c * M for c, M in zip(chars[n], operations))
           for n in names}
for atoms in (rocksalt, perovskite):
    V0 = potential(atoms)
    assert max(np.abs(V0 @ M - M @ V0).max() for M in operations) < 1e-10


def slope(atoms, pattern, u=0.005):
    """First-order change of potential for a displacement pattern."""
    plus = {i: u * np.array(v, float) for i, v in pattern.items()}
    minus = {i: -v for i, v in plus.items()}
    return (potential(atoms, plus) - potential(atoms, minus)) / (2 * u)


largest_forbidden, smallest_allowed = 0.0, np.inf


def test_blocks(operator, phonon):
    global largest_forbidden, smallest_allowed
    norms = {(a, b): np.linalg.norm(project[a] @ operator @ project[b])
             for a in names for b in names}
    top = max(norms.values())
    for (a, b), value in norms.items():
        if product(phonon, b)[a] > 0:
            smallest_allowed = min(smallest_allowed, value / top)
        else:
            largest_forbidden = max(largest_forbidden, value / top)


for atom in range(len(rocksalt)):
    test_blocks(slope(rocksalt, {atom: (0, 0, 1)}), "A1")
    test_blocks(slope(rocksalt, {atom: (1, 0, 0)}), "E")
buckling = slope(perovskite, {3: (0, 0, 1), 4: (0, 0, -1)})
test_blocks(buckling, "B1")
assert largest_forbidden < 1e-9
assert smallest_allowed > 1e-4

# an x-polarised phonon reaches Delta1 only from the x partner of Delta5
mirror_y = next(M for R, M in zip(group, operations)
                if np.array_equal(R, [[1, 0], [0, -1]]))
unit = np.eye(len(waves))
x_partner = project["E"] @ (unit + mirror_y) / 2
y_partner = project["E"] @ (unit - mirror_y) / 2
x_move = slope(rocksalt, {2: (1, 0, 0)})
from_x = np.linalg.norm(project["A1"] @ x_move @ x_partner)
from_y = np.linalg.norm(project["A1"] @ x_move @ y_partner)
assert from_y < 1e-9 * from_x


# two transverse phonons: Delta2 to Delta1 grows as u^2, absent on the diagonal
def delta2_block(ux, uy):
    V = potential(rocksalt, {2: (ux, uy, 0)})
    return np.linalg.norm(project["A1"] @ V @ project["B1"])


u_test = 0.004
growth = delta2_block(u_test, 0) / delta2_block(u_test / 2, 0)
assert abs(growth - 4) < 0.04
assert delta2_block(u_test, u_test) < 1e-6 * delta2_block(u_test, 0)

# ---------- worked example: size of the Delta5 to Delta1 leak ----------
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18     # eV nm^2
kappa1, kappa5, k_lead = 5.0, 10.0, 10.0                   # 1/nm
thickness = 1.5                                            # nm
coupling = 20.0                                            # eV/nm
u_frozen = 1e-3                                            # nm
W = coupling * u_frozen
w = W / h2m
theta = w / (kappa5**2 - kappa1**2)
barrier_gap = h2m * (kappa5**2 - kappa1**2)


def prefactor(kappa):
    return 16 * k_lead**2 * kappa**2 / (k_lead**2 + kappa**2)**2


def direct(kappa, d):
    return prefactor(kappa) * np.exp(-2 * kappa * d)


def exact_scattering(d, w_now, kap1=kappa1, k1=k_lead):
    """Unit Delta5 wave from the left: transmitted flux in Delta5 and Delta1."""
    A = np.zeros((4, 4))
    A[:2, 2:] = np.eye(2)
    A[2:, :2] = [[kappa5**2, w_now], [w_now, kap1**2]]
    M = expm(-A * d)
    ik = 1j * np.diag([k_lead, k1])
    value = M[:2, :2] + M[:2, 2:] @ ik
    deriv = M[2:, :2] + M[2:, 2:] @ ik
    t = np.linalg.solve(deriv + ik @ value, np.array([2j * k_lead, 0]))
    return abs(t[0])**2, abs(t[1])**2 * k1 / k_lead


T1, T5 = direct(kappa1, thickness), direct(kappa5, thickness)
P51 = T1 * theta**2
P51_exact = exact_scattering(thickness, w)[1]
assert abs(P51_exact / P51 - 1) < 0.01
assert abs(exact_scattering(thickness, 0.0)[0] / T5 - 1) < 1e-3
d_cross = (np.log(prefactor(kappa5) / (prefactor(kappa1) * theta**2))
           / (2 * (kappa5 - kappa1)))
ratio_cross = exact_scattering(d_cross, w)[1] / exact_scattering(d_cross, 0.0)[0]
assert abs(ratio_cross - 1) < 0.03

# thermal amplitude of the transverse modes inside the Delta1 window
phonon_energy, temperature, reduced_mass, side = 0.05, 300.0, 10.0, 0.29
kT = const.k * temperature / const.e
zero_point = (const.hbar**2 / (2 * reduced_mass * const.atomic_mass
              * phonon_energy * const.e) * 1e18)            # nm^2
u2_cell = zero_point / np.tanh(phonon_energy / (2 * kT))
levels = np.arange(200)
weights = np.exp(-levels * phonon_energy / kT)
u2_sum = zero_point * np.sum((2 * levels + 1) * weights) / weights.sum()
assert abs(u2_sum / u2_cell - 1) < 1e-10
window = (side**2 * kappa1 / (4 * np.pi * thickness)
          * (1 + 1 / (2 * kappa1 * thickness)))
points = 400
q = (np.arange(points) + 0.5) / points * 2 * np.pi / side - np.pi / side
q2 = q[:, None]**2 + q[None, :]**2
damping = np.exp(-2 * thickness * (np.sqrt(kappa1**2 + q2) - kappa1))
assert abs(damping.mean() / window - 1) < 1e-3
q_rms = np.sqrt((q2 * damping).sum() / damping.sum())
u_thermal = np.sqrt(u2_cell * window)

# effects left out, for the same numbers
shift = phonon_energy / h2m
P_emit = exact_scattering(thickness, w, np.sqrt(kappa1**2 + shift),
                          np.sqrt(k_lead**2 - shift))[1]
bias = 0.1                                                  # V
kappa1_bias = np.sqrt(kappa1**2 - 0.5 * bias / h2m)
bias_factor = np.exp(2 * thickness * (kappa1 - kappa1_bias))
light_mass = 0.4
momentum = 5.0                                              # 1/nm
W_offaxis = 2 * h2m * q_rms * momentum
q_equal = W / (2 * h2m * momentum)
spin_orbit = 0.03                                           # eV
W_two = W**2 / barrier_gap

# ---------- output ----------
for start, label in (("E", "Delta5"), ("B1", "Delta2")):
    for phonon in names:
        print(f"{label} x phonon {phonon} = {as_text(product(start, phonon))}")
print("Phonons, rocksalt cell, 4 atoms:", as_text(content_rock))
print("Phonons, perovskite cell, 5 atoms:", as_text(content_perov))
print(f"Largest forbidden block (relative): {largest_forbidden:.1e}")
print(f"Smallest allowed block (relative): {smallest_allowed:.1e}")
print(f"Delta2-Delta1 block, u doubled, grows by: {growth:.3f}")
print(f"Decay constant Delta1: {kappa1:.1f} 1/nm")
print(f"Decay constant Delta5: {kappa5:.1f} 1/nm")
print(f"Lead wavenumber: {k_lead:.1f} 1/nm")
print(f"Barrier thickness: {thickness:.2f} nm")
print(f"hbar^2/(2 m_e): {h2m:.5f} eV nm^2")
print(f"Coupling constant D: {coupling:.1f} eV/nm")
print(f"Frozen displacement u: {u_frozen * 1e3:.2f} pm")
print(f"Coupling energy W: {W:.4f} eV")
print(f"w = 2mW/hbar^2: {w:.4f} 1/nm^2")
print(f"Barrier difference Delta5-Delta1: {barrier_gap:.3f} eV")
print(f"Mixing theta: {theta:.3e}")
print(f"theta squared: {theta**2:.3e}")
print(f"Direct transmission T1: {T1:.3e}")
print(f"Direct transmission T5: {T5:.3e}")
print(f"Assisted P51, formula: {P51:.3e}")
print(f"Assisted P51, exact two-channel: {P51_exact:.3e}")
print(f"P51/T5: {P51 / T5:.1f}")
print(f"Crossover thickness: {d_cross:.3f} nm")
print(f"Exact P51/T5 at crossover: {ratio_cross:.4f}")
print(f"Conversion depth 1/(kappa5-kappa1): {1 / (kappa5 - kappa1):.2f} nm")
print(f"Phonon energy: {phonon_energy * 1e3:.0f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Reduced mass: {reduced_mass:.0f} u; cell side: {side:.2f} nm")
print(f"Thermal rms u per cell: {np.sqrt(u2_cell) * 1e3:.2f} pm")
print(f"Fraction of modes in Delta1 window: {window:.4f}")
print(f"Thermal rms u in window: {u_thermal * 1e3:.2f} pm")
print(f"P51 factor, phonon emission energy: {P_emit / P51_exact:.3f}")
print(f"Bias: {bias:.2f} V; field: {bias / thickness * 10:.2f} MV/cm")
print(f"T1 factor from bias: {bias_factor:.2f}")
print(f"P51 factor for mass {light_mass} m_e: {light_mass**2:.2f}")
print(f"Rms transverse wavevector in window: {q_rms:.2f} 1/nm")
print(f"Momentum matrix element/hbar: {momentum:.1f} 1/nm")
print(f"Off-axis elastic coupling at rms: {W_offaxis:.3f} eV")
print(f"Wavevector where it equals W: {q_equal:.4f} 1/nm")
print(f"Spin-orbit energy: {spin_orbit:.3f} eV; over W: {spin_orbit / W:.2f}")
print(f"Two-phonon coupling W^2/difference: {W_two * 1e3:.3f} meV")
print("every check passed")
```

It prints:

```
Delta5 x phonon A1 = E
Delta5 x phonon A2 = E
Delta5 x phonon B1 = E
Delta5 x phonon B2 = E
Delta5 x phonon E = A1 + A2 + B1 + B2
Delta2 x phonon A1 = B1
Delta2 x phonon A2 = B2
Delta2 x phonon B1 = A1
Delta2 x phonon B2 = A2
Delta2 x phonon E = E
Phonons, rocksalt cell, 4 atoms: 4A1 + 4E
Phonons, perovskite cell, 5 atoms: 4A1 + B1 + 5E
Largest forbidden block (relative): 1.6e-15
Smallest allowed block (relative): 2.4e-03
Delta2-Delta1 block, u doubled, grows by: 3.999
Decay constant Delta1: 5.0 1/nm
Decay constant Delta5: 10.0 1/nm
Lead wavenumber: 10.0 1/nm
Barrier thickness: 1.50 nm
hbar^2/(2 m_e): 0.03810 eV nm^2
Coupling constant D: 20.0 eV/nm
Frozen displacement u: 1.00 pm
Coupling energy W: 0.0200 eV
w = 2mW/hbar^2: 0.5249 1/nm^2
Barrier difference Delta5-Delta1: 2.857 eV
Mixing theta: 6.999e-03
theta squared: 4.899e-05
Direct transmission T1: 7.831e-07
Direct transmission T5: 3.743e-13
Assisted P51, formula: 3.836e-11
Assisted P51, exact two-channel: 3.835e-11
P51/T5: 102.5
Crossover thickness: 1.037 nm
Exact P51/T5 at crossover: 0.9893
Conversion depth 1/(kappa5-kappa1): 0.20 nm
Phonon energy: 50 meV
Temperature: 300 K
Reduced mass: 10 u; cell side: 0.29 nm
Thermal rms u per cell: 7.48 pm
Fraction of modes in Delta1 window: 0.0238
Thermal rms u in window: 1.15 pm
P51 factor, phonon emission energy: 0.729
Bias: 0.10 V; field: 0.67 MV/cm
T1 factor from bias: 1.49
P51 factor for mass 0.4 m_e: 0.16
Rms transverse wavevector in window: 1.95 1/nm
Momentum matrix element/hbar: 5.0 1/nm
Off-axis elastic coupling at rms: 0.742 eV
Wavevector where it equals W: 0.0525 1/nm
Spin-orbit energy: 0.030 eV; over W: 1.50
Two-phonon coupling W^2/difference: 0.140 meV
every check passed
```
